# Brooks's theorem: electron levels and phonon energies shift each other equally, part 2

Let $E(f,n)$ be the total energy with electron occupations $f_k$ and phonon occupations $n_q$. The level $\varepsilon_k$ is the energy to add an electron at fixed $n$, and $\omega_q$ the energy to add a quantum at fixed $f$. Brooks's theorem states

$$\frac{\partial\varepsilon_k}{\partial n_q}=\frac{\partial^2E}{\partial n_q\,\partial f_k}=\frac{\partial\omega_q}{\partial f_k},$$

provided the labels identify the states. The algebra uses atomic units ($\hbar=1$) and mass-weighted normal coordinates $Q_q$. Along one mode the electron's Hamiltonian is $H(Q)=H_0+QH_q+\frac12Q^2H_{qq}$. For adiabatic electrons without linear forces, both sides equal $\varepsilon_{qq}/(2\omega_q)$, with

$$\varepsilon_{qq}=\langle k|H_{qq}|k\rangle+2\sum_{m\neq k}\frac{|\langle m|H_q|k\rangle|^2}{\varepsilon_k-\varepsilon_m},$$

the Debye–Waller and Fan terms.

The example is a fixed-length ring of sixteen atoms with noninteracting electrons. Site energies alternate between $+h$ and $-h$, where

$$h=\Delta+\gamma(x_l+x_r)-\frac{\kappa}{2}(x_l^2+x_r^2)$$

and $x_l$, $x_r$ are the extensions of the adjacent bonds. A bond of extension $x$ has hopping $-t\,e^{-x/\lambda}$ and elastic energy $\frac12Kx^2$. Here $\Delta=0.55$ eV, $\gamma=1$ eV/Å, $\kappa=4$ eV/Å$^2$, $t=1.5$ eV, $\lambda=2$ Å, $K=5$ eV/Å$^2$ and $M=28$ u. With atoms at rest and phase $\theta$ between two-atom cells, the levels are

$$\pm\sqrt{\Delta^2+4t^2\cos^2(\theta/2)}.$$

The band edges lie at $\theta=\pi$. In the optical mode, bonds extend alternately by $x$ and $-x$, and an upper level $E_\theta$ becomes

$$\varepsilon\approx E_\theta+\frac{x^2}{E_\theta}\left(\frac{2t^2}{\lambda^2}-\Delta\kappa\right).$$

This phonon, of 0.06199 eV, shifts by $-1.177\times10^{-3}$ eV per conduction-edge electron.

In a less symmetric system the level has linear terms $\sum_p\varepsilon_pQ_p$, and the lattice potential may have cubic constants $\Phi_{pqr}$. An added electron then moves the lattice minimum, giving

$$\frac{\partial\omega_q}{\partial f}=\frac1{2\omega_q}\left[\varepsilon_{qq}-\sum_p\frac{\Phi_{qqp}\,\varepsilon_p}{\omega_p^2}\right].$$

For the level, vibration instead shifts the mean positions. To leading order in the cubic constants,

$$\langle Q_p\rangle=-\sum_q\frac{\Phi_{qqp}}{2\omega_p^2\omega_q}\left(n_q+\frac12\right).$$

Multiplying by $\varepsilon_p$, summing over $p$ and differentiating with respect to $n_q$ gives the same relaxation term as before. On one side the electron moves the minimum, and on the other the vibration moves the mean position. The same cubic constant links the two. A calculation that relaxes the lattice on one side and freezes it on the other will not satisfy the theorem.

A single mode shows the size such a term can have. In model units, with frequency 1, linear force 0.5, level curvature 0.02 and cubic constant 0.02, the formula gives $(0.02-0.02\times0.5)/2=0.005$. Without relaxation it would give 0.010. Solving the vibrational problem numerically and averaging the level gives 0.005002 per quantum. Moving the minimum and recomputing the frequency gives 0.005000 per electron.

The adiabatic treatment also assumed that the electron responds at once. To remove this assumption at second order, write $Q=(b+b^\dagger)/\sqrt{2\omega}$, where $b$ removes a quantum. The part of the Hamiltonian linear in $Q$ then moves an electron from $k$ to $m$ with amplitude $g_{mk}=\langle m|H_q|k\rangle/\sqrt{2\omega}$, while one quantum is absorbed or emitted. The squared matrix elements carry the factors $n$ for absorption and $n+1$ for emission. The orbital $k$ must be filled and $m$ empty. With $D=\varepsilon_k-\varepsilon_m$, the second-order energy is

$$E_2=\sum_{k\neq m}f_k(1-f_m)|g_{mk}|^2\left[\frac{n}{D+\omega}+\frac{n+1}{D-\omega}\right].$$

Each denominator is the initial energy minus the intermediate energy. The terms with $m=k$, left out here, describe the linear force. They carry $n/\omega-(n+1)/\omega=-1/\omega$, which is independent of $n$, so they do not enter the mixed derivative.

Differentiating with respect to $n$ replaces the bracket by

$$R(D)=\frac1{D+\omega}+\frac1{D-\omega}=\frac{2D}{D^2-\omega^2}.$$

This function changes sign with $D$. A given pair of orbitals appears twice in the sum, once in each direction, and contributes $|g_{mk}|^2$ times

$$f_k(1-f_m)R(D)+f_m(1-f_k)R(-D)=(f_k-f_m)R(D).$$

The products $f_kf_m$ have cancelled. Differentiating with respect to $f_k$ leaves

$$\frac{\partial^2E_2}{\partial n\,\partial f_k}=\sum_{m\neq k}|g_{mk}|^2\left[\frac1{\varepsilon_k-\varepsilon_m+\omega}+\frac1{\varepsilon_k-\varepsilon_m-\omega}\right].$$

Filled and empty orbitals $m$ enter alike. When $m$ is filled, the added electron cannot jump into it, but it blocks a jump that the electron in $m$ could otherwise make, and the loss of that energy counts just as much. When $|D|$ is much larger than $\omega$, $R(D)$ tends to $2/D$, and $2|g_{mk}|^2/D$ is the Fan contribution found before.

Two orbitals separated by 1, coupled with $g=0.01$ to a boson of energy 0.3, test this cancellation. The formula gives $10^{-4}(1/1.3+1/0.7)=2.198\times10^{-4}$ for the upper orbital. Diagonalization, using the step from two to three bosons, gives $2.192\times10^{-4}$ when the lower orbital is empty and $2.194\times10^{-4}$ when it is filled. The adiabatic limit, $2.000\times10^{-4}$, is clearly different.

The formula fails when $|\varepsilon_k-\varepsilon_m|$ approaches $\omega$. Real transitions then become possible and the labels lose their meaning. In the ring, the state next to the conduction edge has a phase differing by $2\pi/8$ from that of the edge. It lies at $\sqrt{0.55^2+4(1.5)^2\sin^2(\pi/8)}=1.27$ eV, which is 0.72 eV above the edge and far more than any phonon energy.

Temperature enters through the free energy. From $F=-k_BT\ln\sum_ne^{-E(f,n)/k_BT}$, differentiation with respect to $f$ gives the thermal average of $\partial E/\partial f$, which is the averaged level. For harmonic vibrations

$$F=\sum_q\left[\frac{\omega_q}{2}+k_BT\ln\left(1-e^{-\omega_q/k_BT}\right)\right],\qquad \frac{\partial F}{\partial\omega_q}=\frac12+\frac1{e^{\omega_q/k_BT}-1}=\bar n_q+\frac12.$$

Creating an electron–hole pair adds an electron at the conduction edge $c$ and removes one at the valence edge $v$. The gap, understood as the free energy per pair at low pair density, is then

$$E_g(T)=2\Delta+\sum_q\left(\bar n_q+\frac12\right)\left(\frac{\partial\omega_q}{\partial f_c}-\frac{\partial\omega_q}{\partial f_v}\right).$$

Since the entropy is $-\partial F/\partial T$, the slope of the gap is minus the entropy added per pair. Where $k_BT$ exceeds the phonon energies, $\bar n_q+\frac12$ tends to $k_BT/\omega_q$, and the slope tends to $k_B$ times the sum of the relative frequency changes per pair. At constant length, a gap that falls on heating in this way belongs to a lattice that pairs soften on average.

In the ring, the zero-point motion changes the gap by $-0.0199$ eV, and the total change is $-0.0341$ eV at 300 K and $-0.0424$ eV at 400 K. The gap is thus 1.080 eV at 0 K, 1.066 eV at 300 K and 1.058 eV at 400 K. The slope at 300 K is $-7.89\times10^{-5}$ eV/K, so each pair adds 0.92 $k_B$ of vibrational entropy.

A separate estimate used 20,000 random sets of displacements with the thermal mean squares at 300 K, and diagonalized the ring for each. The mean gap change was $-0.0338$ eV, with a standard error of 0.0001 eV. It differs from the formula by 1 percent, nearly four standard errors. The sampled levels contain all powers of the displacement, and the formula stops at the second. Both treat the vibrations as harmonic. The anharmonic part of the ring's own energy is left out; a classical estimate puts its effect on the gap at 300 K at about $-0.0007$ eV.

Read the other way, the theorem tells how carriers alter the phonons. A valence-edge electron shifts the optical phonon by $+1.177\times10^{-3}$ eV, and a pair removes that electron, so to first order one pair in the ring shifts it by $-2.354\times10^{-3}$ eV. At 0.002 pairs per atom there are $16\times0.002=0.032$ pairs in the ring, and the shift is

$$0.032\times(-2.354\times10^{-3}\ \text{eV})=-7.5\times10^{-5}\ \text{eV},$$

or $-0.61$ cm$^{-1}$, 0.12 percent of the phonon energy. Apart from a slight dependence of the phonon energy itself on the number of atoms, the size of the ring drops out here. In a ring of $N$ atoms the squared bond extension is $4s^2/N$ for a normalized displacement $s$, so the shift per pair falls as $1/N$ while the number of pairs at given density grows as $N$.

The gap, atomic mass, atomic spacing of 2.35 Å and highest phonon energy are roughly those of silicon, and 0.002 pairs per atom corresponds there to roughly $10^{20}$ cm$^{-3}$, a very dense plasma. The chain is not silicon, however. Near room temperature silicon's gap falls by roughly $2.5\times10^{-4}$ eV/K, about three times the model's slope. Real devices also break the assumption that the carriers sit at the band edges. In the chain their Fermi energy is $8\times10^{-5}$ eV, far below the thermal energy of 0.026 eV, but in silicon at this density it is of the order of 0.1 eV. The optical curvature found in the first half varies as $1/E_\theta$. Carriers 0.026 eV above the edge therefore shift the phonon by $0.55/0.576=0.955$ of the edge value, and carriers 0.1 eV above it by $0.55/0.65=0.85$. Most carriers lie below the Fermi energy, however. Averaged over a three-dimensional parabolic band with a Fermi energy of 0.1 eV, the model's phonon shift would be weakened by roughly 10 percent.

Fixed length is a stronger restriction. If every bond lengthens by $x$, the site coupling raises the gap by $4\gamma x$, since each edge moves by $2\gamma x$, in opposite directions. With a rough expansion coefficient of $3\times10^{-6}$ per kelvin, the slope changes by $4\times1\times2.35\times3\times10^{-6}=2.8\times10^{-5}$ eV/K, about a third of the fixed-length value and of opposite sign. This coefficient is imposed from outside, with silicon in mind, and does not follow from the ring's own energy. Held by a constant tension instead of at fixed length, the ring would in fact shorten on heating. Its own change of length would enter through the relaxation term, and the phonons would then have to be computed with the length relaxed as well.

Two other corrections were computed and are smaller. Replacing $2/D$ by $R(D)$ in the phonon shifts changes the sum over $\bar n_q+\frac12$ at 300 K by $4\times10^{-6}$ eV, which is the number printed for retardation. It is not the whole effect of the phonon energies in the denominators. At $n=0$ the second-order level contains $1/(D-\omega)$ for an empty orbital $m$ and $1/(D+\omega)$ for a filled one, instead of $\frac12R(D)$. The difference is $|g_{mk}|^2\,\omega/(D^2-\omega^2)$, with a plus sign for empty and a minus sign for filled orbitals. It does not depend on $n$, so it does not enter the theorem. Summed over the modes of the ring, it lowers the gap by about $1.2\times10^{-4}$ eV at every temperature. This is some thirty times the retardation figure and about one unit in the last digit of the gap changes quoted above, which do not include it. With a quarter of a pair in the sixteen-atom ring, the vibrational free energy per pair is $-0.0347$ eV instead of $-0.0341$ eV, because the free energy is not linear in the occupation. The output labels this as one pair per 64 atoms, which gives the density only; it is not the value for a ring of 64 atoms. Interaction between electrons is absent from the model, and its effect has not been estimated; the general identity includes it.

The ring's length is itself part of the model. For a long acoustic wave of wave number $k$, the site energies change in proportion to $k$, while the nearest conduction states lie above the edge by an amount proportional to $k^2$. The ratio of squared coupling to energy difference, and with it this part of the Fan curvature, therefore stays finite as $k\to0$. At high temperature each such mode contributes to the gap in proportion to $T/(N\omega^2)$. The smallest $\omega$ falls as $1/N$, so the adiabatic sum grows with $N$ in one dimension. In a sufficiently long ring the electronic spacing, falling as $1/N^2$, drops below the phonon energy, and the adiabatic formula itself fails. At 300 K the adiabatic sum gives $-0.034$ eV for 16 atoms, $-0.042$ eV for 32 and $-0.056$ eV for 64, and the spacing above the edge falls below the optical phonon energy between 64 and 128 atoms. The gap changes quoted here therefore belong to sixteen atoms and are not the limit of an infinite chain. The numerical output lists the values behind them.

## Computed results

```
atoms in ring: 16; mass: 28 u; spacing: 2.35 A
half gap: 0.55 eV; hopping: 1.5 eV; decay length: 2.0 A
site coupling, linear: 1.0 eV/A; quadratic: 4.0 eV/A^2
bare spring: 5.0 eV/A^2; hbar^2/M: 1.4929e-04 eV A^2
static gap: 1.1000 eV
lowest, highest phonon energy: 0.01116, 0.06199 eV
lowest acoustic mode, phonon energy: 0.01116 eV
  conduction edge per phonon, wave functions: -7.8916e-04 eV
  same, Debye-Waller part: -5.0926e-04 eV
  same, Fan part: -2.8153e-04 eV
  same, sum of the two parts: -7.9079e-04 eV
  phonon energy per conduction electron: -7.9079e-04 eV
  phonon energy per valence electron: 7.9079e-04 eV
zone-centre optical mode, phonon energy: 0.06199 eV
  conduction edge per phonon, wave functions: -1.1645e-03 eV
  same, Debye-Waller part: -2.4084e-03 eV
  same, Fan part: 1.2316e-03 eV
  same, sum of the two parts: -1.1768e-03 eV
  phonon energy per conduction electron: -1.1768e-03 eV
  phonon energy per valence electron: 1.1768e-03 eV
degenerate single-sublattice pair: 0.04386 eV
  upper-site mode per conduction electron: -1.7021e-03 eV
  lower-site mode per conduction electron: -1.0591e-03 eV
largest wave-function deviation / largest shift: 6.75e-03
gap change at 0 K (zero point): -0.01991 eV
gap change at 300 K: -0.03411 eV
gap change at 400 K: -0.04236 eV
gap at 0 K: 1.0801 eV
gap at 300 K: 1.0659 eV
gap at 400 K: 1.0576 eV
free energy of vibration per pair, 300 K: -0.03411 eV
gap slope at 300 K: -7.8905e-05 eV/K
vibrational entropy per pair at 300 K: 0.916 k_B
sampled gap change, 300 K: -0.03377 eV
  standard error of sampling: 0.00009 eV
pairs per atom: 0.002
optical phonon shift at that density: -7.5318e-05 eV
  same in wavenumbers: -0.607 cm^-1
  relative shift: -1.215e-03
neglected: Fermi energy of the carriers: 8.07e-05 eV
  thermal energy at 300 K: 0.02585 eV
  optical curvature at kT above edge / at edge: 0.9551
neglected: retardation in 300 K gap change: 3.60e-06 eV
neglected: expansion (rough 3e-06 /K): 0.00846 eV
one pair per 64 atoms, free energy per pair: -0.03474 eV
relaxation test, level per phonon: 0.005002 (model units)
  phonon per electron: 0.005000; formula: 0.005000
  without relaxation: 0.010000 (model units)
Pauli test, other orbital empty: 2.19181e-04 (model units)
  other orbital filled: 2.19402e-04 (model units)
  formula: 2.19780e-04; adiabatic: 2.00000e-04
```
